# Flat X–W Bands and Transverse Mass in the sp3s* Zincblende Model: test program

```python
"""Result under test: in the nearest-neighbour sp3s* zincblende model without
spin-orbit coupling, all ten bands are constant on k = (2 pi/a)(1, q, 0), the
line from X (q=0) to W (q=1/2). A nondegenerate band therefore has zero inverse
transverse mass at X.
Symbols: a = anion, c = cation, S = excited s orbital (s*), k in units 2 pi/a.
Orbital order: s, x, y, z, S on the anion, then the same on the cation.
Couplings: V1 = (s_a,p_c), V2 = (p_a,s_c), V3 = (S_a,p_c), V4 = (p_a,S_c).
Energies in eV, lengths in nm. Optional extra: an anion d shell, pi coupling.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import minimize_scalar

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
LATTICE = 0.57
HBAR2_M0 = const.hbar**2 / const.m_e / const.e * 1e18   # eV nm^2
K_UNIT = 2 * np.pi / LATTICE

main = dict(Esa=-7.5, Epa=1.0, ESa=7.5, Esc=-1.2, Epc=3.6, ESc=6.7,
            Vss=-6.7, Vxx=1.9, Vxy=4.3, V1=5.1, V2=5.5, V3=4.5, V4=3.5)
camel = dict(main, V4=5.0)

# real d orbitals as normalized symmetric traceless matrices
D_SHELL = []
for i, j in ((0, 1), (1, 2), (0, 2)):
    m = np.zeros((3, 3))
    m[i, j] = m[j, i] = 1 / np.sqrt(2)
    D_SHELL.append(m)
D_SHELL.append(np.diag([1, -1, 0]) / np.sqrt(2))
D_SHELL.append(np.diag([-1, -1, 2]) / np.sqrt(6))


def onsite(p):
    return np.array([p['Esa']] + [p['Epa']] * 3 + [p['ESa']]
                    + [p['Esc']] + [p['Epc']] * 3 + [p['ESc']])


def hamiltonian(k, p, d_energy=None, d_coupling=0.0):
    """Explicit sum over the four bonds of an anion."""
    k = np.asarray(k, float)
    hop = np.zeros((5, 5), complex)
    d_hop = np.zeros((5, 3), complex)
    for s in BONDS:
        phase = np.exp(0.5j * np.pi * (s @ k))
        bond = np.zeros((5, 5))
        bond[0, 0] = p['Vss']
        bond[0, 1:4] = p['V1'] * s
        bond[4, 1:4] = p['V3'] * s
        bond[1:4, 0] = -p['V2'] * s
        bond[1:4, 4] = -p['V4'] * s
        bond[1:4, 1:4] = (p['Vxy'] * np.outer(s, s)
                          + (p['Vxx'] - p['Vxy']) * np.eye(3))
        hop += phase * bond / 4
        n = s / np.sqrt(3)
        for row, d in enumerate(D_SHELL):
            d_hop[row] += (phase * np.sqrt(2) * d_coupling
                           * (d @ n - n * (n @ d @ n)))
    h = np.diag(onsite(p)).astype(complex)
    h[:5, 5:] = hop
    h[5:, :5] = hop.conj().T
    if d_energy is None:
        return h
    big = np.zeros((15, 15), complex)
    big[:10, :10] = h
    big[10:, 10:] = d_energy * np.eye(5)
    big[10:, 6:9] = d_hop
    big[6:9, 10:] = d_hop.conj().T
    return big


def bands(k, p, **extra):
    return np.linalg.eigvalsh(hamiltonian(k, p, **extra))


def inverse_mass(k, direction, p, band=4, step=0.01, **extra):
    """m0/m from a central second difference."""
    k, u = np.array(k, float), np.array(direction, float)
    e = [bands(k + t * step * u, p, **extra)[band] for t in (-1, 0, 1)]
    return (e[0] - 2 * e[1] + e[2]) / (step * K_UNIT)**2 / HBAR2_M0


def constant_blocks(p):
    """Derived matrix; order s_a,S_a,u_c, s_c,S_c,u_a, y_a,w_c, y_c,w_a."""
    b = np.diag([p['Esa'], p['ESa'], p['Epc'], p['Esc'], p['ESc'], p['Epa'],
                 p['Epa'], p['Epc'], p['Epc'], p['Epa']])
    for i, j, v in ((0, 2, p['V1']), (1, 2, p['V3']), (3, 5, -p['V2']),
                    (4, 5, -p['V4']), (6, 7, p['Vxy']), (8, 9, p['Vxy'])):
        b[i, j] = b[j, i] = v
    return b


def adapted_basis(q):
    gx, gz = 1j * np.cos(np.pi * q / 2), -np.sin(np.pi * q / 2)
    b = np.zeros((10, 10), complex)
    for col, orb in ((0, 0), (1, 4), (3, 5), (4, 9), (6, 2), (8, 7)):
        b[orb, col] = 1
    b[[6, 8], 2] = np.conj([gx, gz])
    b[[1, 3], 5] = [gx, gz]
    b[[6, 8], 7] = np.conj([gz, gx])
    b[[1, 3], 9] = [gz, gx]
    return b


X, W = (1, 0, 0), (1, 0.5, 0)
line = np.linspace(0, 0.5, 21)

# derived block form against the bond sum, then flatness for any parameters
for q in line:
    b = adapted_basis(q)
    assert np.allclose(b.conj().T @ b, np.eye(10), atol=1e-12)
    rotated = b.conj().T @ hamiltonian((1, q, 0), main) @ b
    assert np.allclose(rotated, constant_blocks(main), atol=1e-11)
rng = np.random.default_rng(7)
random_width = 0.0
for _ in range(20):
    p = {name: rng.uniform(-8, 8) for name in main}
    e = np.array([bands((1, q, 0), p) for q in line])
    random_width = max(random_width, np.ptp(e, axis=0).max())
assert random_width < 1e-10
e_line = np.array([bands((1, q, 0), main) for q in line])
main_width = np.ptp(e_line, axis=0).max()
assert main_width < 1e-10
ex, ew = bands(X, main), bands(W, main)
mid = (main['Epa'] + main['Epc']) / 2
root = np.hypot((main['Epa'] - main['Epc']) / 2, main['Vxy'])
for level in (mid - root, mid + root):
    assert np.sum(abs(ex - level) < 1e-10) == 2

# X is the minimum on Gamma-X; its transverse inverse mass vanishes
delta = np.linspace(0, 1, 201)
e_delta = np.array([bands((x, 0, 0), main)[4] for x in delta])
assert np.argmin(e_delta) == len(delta) - 1
inv_long = inverse_mass(X, (1, 0, 0), main)
inv_y = inverse_mass(X, (0, 1, 0), main)
inv_z = inverse_mass(X, (0, 0, 1), main)
assert inv_long > 0 and max(abs(inv_y), abs(inv_z)) < 1e-8

# away from the flat lines: quartic growth, and quadratic pair splitting
near, far = bands((1, .01, .01), main), bands((1, .02, .02), main)
quartic_ratio = (far[4] - ex[4]) / (near[4] - ex[4])
pair_ratio = (far[3] - far[2]) / (near[3] - near[2])
assert abs(quartic_ratio - 16) < 0.3
assert abs(pair_ratio - 4) < 0.08
diagonal_rise = bands((1, .1, .1), main)[4] - ex[4]

# camel's back: the valley is off X and the transverse curvature survives
found = minimize_scalar(lambda x: bands((x, 0, 0), camel)[4],
                        bounds=(0.5, 1), method='bounded',
                        options={'xatol': 1e-7})
camel_depth = bands(X, camel)[4] - found.fun
assert found.x < 0.99 and camel_depth > 0
inv_camel_x = inverse_mass(X, (0, 1, 0), camel)
inv_camel = inverse_mass((found.x, 0, 0), (0, 1, 0), camel)
assert abs(inv_camel_x) < 1e-8 and abs(inv_camel) > 1e-4

# unequal p energies on a site destroy the flatness
shift = np.zeros((10, 10))
shift[1, 1] = shift[6, 6] = 0.1
strained = [np.linalg.eigvalsh(hamiltonian(k, main) + shift)[4]
            for k in (X, W)]
strain_width = abs(strained[1] - strained[0])
assert strain_width > 1e-3

# spin-orbit coupling, lambda L.sigma on each p shell
so_anion, so_cation = 0.4, 0.02
L = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    L[k, i, j], L[k, j, i] = -1j, 1j
SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
l_dot_s = sum(np.kron(L[k], SIGMA[k]) for k in range(3))


def spin_bands(k):
    h = np.kron(hamiltonian(k, main), np.eye(2))
    h[2:8, 2:8] += so_anion / 3 * l_dot_s
    h[12:18, 12:18] += so_cation / 3 * l_dot_s
    return np.linalg.eigvalsh(h)


state = np.linalg.eigh(hamiltonian(X, main))[1][:, 4]
p_weight = np.sum(abs(state[6:9])**2)
so_split = {}
for q in (0.1, 0.5):
    e = spin_bands((1, q, 0))
    so_split[q] = e[9] - e[8]
    first_order = 2 * so_cation / 3 * p_weight * np.sin(np.pi * q)
    assert abs(so_split[q] / first_order - 1) < 0.01

# an anion d shell: weak-coupling law, then a realistic coupling strength
d_level, weak, strong = 13.0, 0.1, 2.0
for q in (0.1, 0.5):
    rise = (bands((1, q, 0), main, d_energy=d_level, d_coupling=weak)[4]
            - bands(X, main, d_energy=d_level, d_coupling=weak)[4])
    law = (16 / 3 * weak**2 * p_weight * np.sin(np.pi * q)**2
           / (d_level - ex[4]))
    assert abs(rise / law - 1) < 0.03   # next order in the weak coupling
inv_d = inverse_mass(X, (0, 1, 0), main, d_energy=d_level, d_coupling=strong)
assert abs(inv_d) > 0.01

# scale of the missing transverse kinetic energy
rough_mass, thickness = 0.2, 5.0
confinement = HBAR2_M0 / 2 / rough_mass * (np.pi / thickness)**2
thermal = const.k * 300 / const.e

print("lattice constant a =", LATTICE, "nm")
for names in (('Esa', 'Epa', 'ESa'), ('Esc', 'Epc', 'ESc'),
              ('Vss', 'Vxx', 'Vxy'), ('V1', 'V2', 'V3', 'V4')):
    print("inputs (eV):", ", ".join(f"{n} = {main[n]}" for n in names))
print("band: E at X (eV), E at W (eV)")
for n in range(10):
    print(f"  {n + 1:2d}: {ex[n]:9.4f} {ew[n]:9.4f}")
block = constant_blocks(main)
print("block s_a,S_a,u_c levels (eV):",
      np.round(np.linalg.eigvalsh(block[:3, :3]), 4))
print("block s_c,S_c,u_a levels (eV):",
      np.round(np.linalg.eigvalsh(block[3:6, 3:6]), 4))
print("block p_y,w levels, twice (eV):",
      np.round(np.linalg.eigvalsh(block[6:8, 6:8]), 4))
print(f"largest width on X-W, example: {main_width:.0e} eV")
print(f"largest width, 20 random sets: {random_width:.0e} eV")
gamma = bands((0, 0, 0), main)
print(f"Gamma valence top = {gamma[3]:.4f} eV")
print(f"Gamma conduction level = {gamma[4]:.4f} eV")
print(f"L conduction level = {bands((.5, .5, .5), main)[4]:.4f} eV")
print(f"longitudinal m0/m at X = {inv_long:.4f}")
print(f"longitudinal mass at X = {1 / inv_long:.3f} m0")
print(f"transverse |m0/m| at X = {max(abs(inv_y), abs(inv_z)):.0e}")
print(f"rise at (1,0.1,0.1) = {diagonal_rise * 1e3:.3f} meV")
print(f"band 5 rise ratio, q doubled = {quartic_ratio:.3f}")
print(f"bands 3-4 splitting ratio, q doubled = {pair_ratio:.3f}")
print(f"camel's back: V4 = {camel['V4']} eV")
print(f"  minimum at kx = {found.x:.4f} (2 pi/a)")
print(f"  depth below X = {camel_depth * 1e3:.2f} meV")
print(f"  transverse m0/m at minimum = {inv_camel:.4f}")
print(f"  transverse mass at minimum = {1 / inv_camel:.3f} m0")
print(f"p_x raised 0.1 eV: X-W change = {strain_width * 1e3:.2f} meV")
print(f"cation p weight of band 5 at X = {p_weight:.4f}")
print(f"spin-orbit inputs: anion {so_anion}, cation {so_cation} eV")
print(f"  band 5 spin splitting at W = {so_split[0.5] * 1e3:.3f} meV")
print(f"d shell inputs: level {d_level} eV, pi coupling {strong} eV")
print(f"  transverse m0/m at X = {inv_d:.4f}")
print(f"  transverse mass at X = {1 / inv_d:.3f} m0")
print(f"rough real transverse mass (input) = {rough_mass} m0")
print(f"confinement, {thickness} nm layer = {confinement * 1e3:.1f} meV")
print(f"kT at 300 K = {thermal * 1e3:.2f} meV")
print("all tests passed")
```

Running it gives:

```
lattice constant a = 0.57 nm
inputs (eV): Esa = -7.5, Epa = 1.0, ESa = 7.5
inputs (eV): Esc = -1.2, Epc = 3.6, ESc = 6.7
inputs (eV): Vss = -6.7, Vxx = 1.9, Vxy = 4.3
inputs (eV): V1 = 5.1, V2 = 5.5, V3 = 4.5, V4 = 3.5
band: E at X (eV), E at W (eV)
   1:   -9.6543   -9.6543
   2:   -6.1131   -6.1131
   3:   -2.1922   -2.1922
   4:   -2.1922   -2.1922
   5:    2.3296    2.3296
   6:    3.5303    3.5303
   7:    6.7922    6.7922
   8:    6.7922    6.7922
   9:    9.0828    9.0828
  10:   10.9247   10.9247
block s_a,S_a,u_c levels (eV): [-9.6543  2.3296 10.9247]
block s_c,S_c,u_a levels (eV): [-6.1131  3.5303  9.0828]
block p_y,w levels, twice (eV): [-2.1922  6.7922]
largest width on X-W, example: 2e-14 eV
largest width, 20 random sets: 3e-14 eV
Gamma valence top = -0.0022 eV
Gamma conduction level = 3.0535 eV
L conduction level = 2.7679 eV
longitudinal m0/m at X = 0.5016
longitudinal mass at X = 1.994 m0
transverse |m0/m| at X = 5e-12
rise at (1,0.1,0.1) = 1.331 meV
band 5 rise ratio, q doubled = 16.015
bands 3-4 splitting ratio, q doubled = 3.993
camel's back: V4 = 5.0 eV
  minimum at kx = 0.8315 (2 pi/a)
  depth below X = 41.66 meV
  transverse m0/m at minimum = 0.2576
  transverse mass at minimum = 3.882 m0
p_x raised 0.1 eV: X-W change = 24.64 meV
cation p weight of band 5 at X = 0.4934
spin-orbit inputs: anion 0.4, cation 0.02 eV
  band 5 spin splitting at W = 6.582 meV
d shell inputs: level 13.0 eV, pi coupling 2.0 eV
  transverse m0/m at X = 1.8503
  transverse mass at X = 0.540 m0
rough real transverse mass (input) = 0.2 m0
confinement, 5.0 nm layer = 75.2 meV
kT at 300 K = 25.85 meV
all tests passed
```
